# Why Second Variation Misses Part of the 6p Spin-Orbit Splitting

A single electron bound to a point nucleus of charge $Z=82$ has a Dirac 6p splitting of 3.536 hartree. Adding the spin-orbit operator to the scalar-relativistic (SR) 6p state alone gives 3.076 hartree. The SR large component overlaps the p$_{1/2}$ one to 0.990, yet 13% of the splitting is gone. The Dirac p$_{1/2}$ function diverges at a point nucleus while the SR function vanishes there, and the question is how much of the 13% that fact explains. Four contributions can be separated: the frozen relativistic mass, the behaviour at the nucleus, the reshaping of the function at $r\lesssim 1/Z$, and the states kept in the basis.

## One operator for three levels

Units are Hartree atomic units, $c=1/\alpha=137.036$, and $V(r)$ is spherical. With $G=rg$ and $F=rf$ for the large and small components and the rest energy removed from $E$, the radial Dirac equations are

$$G'+\frac{\kappa}{r}G=2Mc\,F,\qquad F'-\frac{\kappa}{r}F=-\frac{E-V}{c}G,\qquad M=1+\frac{\varepsilon-V}{2c^2},$$

with $\varepsilon=E$, $\kappa=+1$ for p$_{1/2}$ and $\kappa=-2$ for p$_{3/2}$. Put $a=1/(2M)$. The first equation gives $cF=a(G'+\kappa G/r)$, and the second, multiplied by $-c$, becomes $-(d/dr-\kappa/r)[a(G'+\kappa G/r)]+VG=EG$. Expanding,

$$-(aG')'-\frac{\kappa a'}{r}G-\frac{\kappa a}{r}G'+\frac{\kappa a}{r^2}G+\frac{\kappa a}{r}G'+\frac{\kappa^2a}{r^2}G+VG=EG.$$

The $G'$ terms cancel, and $\kappa(\kappa+1)=2$ for both p levels. Write $-\kappa=1+t$, so that $t=-(\kappa+1)$ is the eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$: $-2$ for p$_{1/2}$ and $+1$ for p$_{3/2}$. Since $M'=-V'/2c^2$, we have $a'=-M'/2M^2=V'/(4M^2c^2)$. Hence

$$H(t)G=-(aG')'+\Big[\frac{2a}{r^2}+\xi+V\Big]G+t\,\xi\,G,\qquad \xi=\frac{a'}{r}=\frac{V'}{4M^2c^2r}>0 .$$

$H(0)$ is the Koelling–Harmon SR operator. Second variation diagonalizes $H(0)+t\xi$ in eigenstates of $H(0)$. This is a linear problem once $\varepsilon$ is fixed, and here it is frozen at the SR eigenvalue $E_0$ of the level in question, with $\int G^2dr=1$. Three energies then belong to each level: the Dirac energy $E_D$, the complete-basis energy $E_t$ (eigenvalue of the frozen $H(t)$), and the one-state energy $E_0+t\langle\xi\rangle$. The miss of a level and the missed fraction of the splitting are

$$m_t=E_0+t\langle\xi\rangle-E_t,\qquad f=1-\frac{3\langle\xi\rangle}{E_{+1}-E_{-2}}=\frac{m_{-2}-m_{+1}}{E_{+1}-E_{-2}} .$$

No closed solution of $H(0)$ is used here. All SR quantities below come from a Galerkin solution in degree-7 B-splines on 200 to 260 intervals, geometric near the nucleus, in a box of $250/Z$ bohr for the bare nucleus and 30 bohr for the screened model, with $\varepsilon$ iterated to $E_0$.

## The frozen mass

For $V=-Z/r$ the frozen problem is soluble. With $A=(2c^2+\varepsilon)/c$ and $B=-E/c$ the equations read $G'+\kappa G/r=(A+Z\alpha/r)F$ and $F'-\kappa F/r=(B-Z\alpha/r)G$. Insert $G=e^{-\lambda r}\sum g_kr^{k+\gamma}$ and $F=e^{-\lambda r}\sum f_kr^{k+\gamma}$, with $\lambda=\sqrt{AB}$ from the large-$r$ limit:

$$(k+\gamma+\kappa)g_k-Z\alpha f_k=\lambda g_{k-1}+Af_{k-1},\qquad (k+\gamma-\kappa)f_k+Z\alpha g_k=Bg_{k-1}+\lambda f_{k-1}.$$

At $k=0$ the determinant must vanish, so $\gamma^2=\kappa^2-(Z\alpha)^2$. The second right-hand side is $x=\lambda/A=\sqrt{B/A}$ times the first, because $B=\lambda^2/A$. A bound state needs the series to stop at some $k=N$, which requires $\lambda g_N+Af_N=0$, that is $f_N=-xg_N$. Setting the second left-hand side equal to $x$ times the first at $k=N$ gives $-(N+\gamma-\kappa)x+Z\alpha=x(N+\gamma+\kappa)+Z\alpha x^2$, or $1-x^2=2\nu x$ with $\nu=(N+\gamma)/Z\alpha$. From $B=Ax^2$,

$$E=-(2c^2+\varepsilon)x^2,\qquad x=\sqrt{1+\nu^2}-\nu .$$

For small $Z\alpha$, $x\to1/2\nu$ and $E\to-Z^2/2(N+|\kappa|)^2$, which identifies $N=n-|\kappa|$. Setting $\varepsilon=E$ gives $E_D=-2c^2x^2/(1+x^2)$. Subtracting the two forms, $E_t-E_D=-x^2(E_0-E_D)$, so $E_t-E_0=(1+x^2)(E_D-E_0)$. As far as $x$ is common to both levels, the complete-basis splitting is the Dirac one times $1+x^2$.

For hydrogenic 6p at $Z=82$, $3.545091/3.535826-1=0.0026$, and $x^2=0.0026$ for p$_{1/2}$. For 2p the figures are 0.025 and 0.026. For a general $V$, $\partial a/\partial\varepsilon=-a^2/c^2$ and the Hellmann–Feynman theorem give $\partial E_t/\partial\varepsilon=-\int F^2dr/\int G^2dr$, so $x^2$ is replaced by the weight of the small component, of order $\langle T\rangle/2c^2$ with $T$ the kinetic energy. For $V=-Z(r)/r$ the nonrelativistic virial theorem gives $\langle T\rangle=|E|-\langle Z'\rangle$, so this is $|E|/2c^2$ for the Coulomb potential and larger when $Z(r)$ decreases outward, but still small for a valence level: in the screened model below the two splittings are 0.026381 and 0.026380 hartree. At $Z=82$ and 83 a complete SR basis therefore gives the Dirac 6p splitting to 0.3% or better, and the failure is one of truncation. With $\langle\xi\rangle=1.025319$ hartree, $f=1-3.075958/3.545091=0.132$, a miss of 0.469 hartree or 12.8 eV.

## The behaviour at the nucleus

For a point nucleus $M\approx Z/(2c^2r)$ when $r\ll r_c=Z/2c^2$, which is 0.0022 bohr for $Z=82$, against $1/Z=0.0122$ bohr. There $a\to a_1r$ with $a_1=c^2/Z$, and $\xi\to a_1/r$. With $G=r^s$, $-(aG')'=-a_1s^2r^{s-1}$, and the $r^{s-1}$ terms of $H(t)G$ give $-a_1s^2+2a_1+a_1-Z+ta_1=0$:

$$s^2=3+t-(Z\alpha)^2 .$$

The spin-orbit term is as singular as the centrifugal term and so changes the exponent. With $Z\alpha=0.5984$ the exponents of $G$ are 0.8012 (p$_{1/2}$), 1.6254 (SR) and 1.9084 (p$_{3/2}$); for $Z=83$ they are 0.7957, 1.6227 and 1.9061. Thus $g=G/r$ diverges as $r^{-0.20}$ for p$_{1/2}$ and vanishes as $r^{0.63}$ in the SR problem. A finite sum of SR states has the SR exponent or a higher one. The ratio $|G_{1/2}/G_{\rm SR}|$ of normalized 6p functions is 1.33, 3.89, 21.8 and 143 at $10^{-2}$, $10^{-3}$, $10^{-4}$ and $10^{-5}$ bohr. The last step, a factor 6.5, approaches $10^{1.6254-0.8012}=6.7$.

Inside a finite nucleus $V$ and $M$ tend to constants. For $\kappa=1$ the regular solution has $F'-F/r\approx0$, so $F=F_0r$, and $G'+G/r=2McF_0r$ gives $G=\tfrac23McF_0r^2$, which feeds back on $F$ at order $r^3$. In the SR equation $\xi$ is finite, so $G''=2G/r^2$ and $G\sim r^2$. Both large components $g$ then vanish like $r$. What is finite at the origin is the small component $f=F_0$ of p$_{1/2}$.

This gives a way to weigh the singularity: remove it. Take $V=-Z\,\mathrm{erf}(r/R)/r$ with the round value $R=10^{-4}$ bohr, of the rough size of a heavy nucleus. The ratio of large components now saturates, 13.4 at $10^{-4}$ and 15.1 at $10^{-5}$ bohr. The missed splitting goes from 0.4691 to 0.4670 hartree, a change of 0.5% of the miss, and $f$ goes from 0.1323 to 0.1318. The divergence is gone and the miss remains. This holds because $R\ll r_c$: the test removes the divergence itself, while the differing power laws survive between $R$ and $r_c$. An unphysically large nucleus with $R=r_c$, which also softens the potential somewhat beyond $r_c$, lowers the miss to 0.305 hartree and $f$ to 0.093.

The miss can be located in $r$. Let $G_0$ and $G_t$ be eigenfunctions of $H(0)$ and $H(t)$, and $S=\langle G_0|G_t\rangle$. Evaluate $\langle G_0|H(t)|G_t\rangle$ by acting to the right, $E_tS$, and by letting $H(0)$ act to the left, $E_0S+t\langle G_0|\xi|G_t\rangle$. The boundary term $a(G_0'G_t-G_0G_t')$ vanishes at the origin as $r^{s_0+s_t}$. Therefore

$$m_t=t\int_0^\infty\xi\,G_0\Big(G_0-\frac{G_t}{S}\Big)dr .$$

For p$_{1/2}$, point nucleus, $Z=82$, the running integral holds less than 0.1% of its total at $10^{-4}$ bohr, 11% at $r_c$, half at 0.0070 bohr and about 80% at $1/Z$. Further out the integrand changes sign: the running integral overshoots its total by about 4% at its maximum and is within 0.5% of the total at $4/Z$. By this measure the region $r<r_c$, well inside which the relativistic power laws $r^s$ are reached, carries about a tenth of the miss. By the same measure, which is one of several ways to assign the miss to radii, about 70% comes from $r_c<r<1/Z$, where $M\approx1+r_c/r$ falls from 2 to 1.2 and $G_{1/2}$ exceeds $G_0$ by tens of percent up to a factor of a few. The 0.990 overlap says little because this region holds almost none of the norm, while $\xi$ weights it heavily.

## The reshaping at $r\lesssim1/Z$, in leading order

Where $M\approx1$, $t\xi=tZ\alpha^2/4r^3$. Measuring $r$ in $1/Z$ and energy in $Z^2$ turns the problem into hydrogen, $H=-\tfrac12d^2/dr^2+L/2r^2-1/r$ with $L=l(l+1)$, perturbed by $\eta/r^3$ with $\eta=t(Z\alpha)^2/4$. Terms linear in $t$, including the relativistic change of $G_0$, are already in $t\langle\xi\rangle$, so the leading miss is minus the second-order energy of $\eta/r^3$.

Three moments are needed. At fixed node number $n-l-1$, $\partial_lE=1/n^3$ and $\partial_lH=(2l+1)/2r^2$, so the Hellmann–Feynman theorem gives $\langle r^{-2}\rangle=1/[n^3(l+\tfrac12)]$. Next, $[d/dr,H]=-L/r^3+1/r^2$, and on an eigenfunction $[d/dr,H]\psi=(E-H)\psi'$, so

$$\frac{\psi}{r^3}=\frac{\psi}{Lr^2}+\frac1L(H-E)\psi' .$$

Projecting on $\psi$ removes the last term (for $l=1$, $\psi\sim r^2$ leaves no boundary term), so $\langle r^{-3}\rangle=1/[n^3l(l+\tfrac12)(l+1)]$, which is $1/3n^3$ for p. Last, $\psi''=Q\psi$ with $Q=L/r^2-2/r+1/n^2$. For $w=\psi^2$, $w''=2\psi'^2+2Qw$ and $w'''=4Qw'+2Q'w$. Multiply by $1/r$ and integrate by parts; $w\sim r^4$ kills the boundary terms. The left side gives $6\langle r^{-4}\rangle$. The right side gives $4\langle Q/r^2\rangle-2\langle Q'/r\rangle=8L\langle r^{-4}\rangle-12\langle r^{-3}\rangle+4\langle r^{-2}\rangle/n^2$. For $L=2$, $10\langle r^{-4}\rangle=4/n^3-8/3n^5$.

The first-order function per unit $\eta$ obeys $(H-E)\psi_1=-(r^{-3}-\langle r^{-3}\rangle)\psi$. By the identity above, $-\psi'/L$ removes one part, leaving $(H-E)\chi=-(r^{-2}-\langle r^{-2}\rangle)\psi/L$. Differentiating $(H-E)\psi=0$ in $l$ gives $(H-E)\partial_l\psi=-\tfrac{2l+1}{2}(r^{-2}-\langle r^{-2}\rangle)\psi$, so $\chi=2\partial_l\psi/[L(2l+1)]$. For $l=1$,

$$\psi_1=-\tfrac12\psi'+\tfrac13\partial_l\psi .$$

Both pieces are orthogonal to $\psi$, the first because $\int(\psi^2)'dr=0$, the second because the norm is fixed. The piece $-\psi'/2\sim r$ is the p$_{1/2}$-like behaviour $G\sim r$, the $Z\alpha\to0$ limit of $r^\gamma$. It appears already at this order, outside $r_c$, and for $t<0$ it adds to $\psi$. Now $E_2=\langle\psi|r^{-3}|\psi_1\rangle$, with $\int r^{-3}\psi\psi'dr=\tfrac12\int r^{-3}w'dr=\tfrac32\langle r^{-4}\rangle$ and $\langle\psi|r^{-3}|\partial_l\psi\rangle=\tfrac12\partial_l\langle r^{-3}\rangle$. The logarithmic derivative of $\langle r^{-3}\rangle$ is $-3/n-(1+\tfrac23+\tfrac12)=-3/n-\tfrac{13}{6}$. So

$$E_2=-\tfrac34\Big(\frac{2}{5n^3}-\frac{4}{15n^5}\Big)-\frac{1}{18n^3}\Big(\frac3n+\frac{13}6\Big)=-\frac{B_n}{n^3},\qquad B_n=\frac{227}{540}+\frac1{6n}-\frac1{5n^2},$$

where $\tfrac3{10}+\tfrac{13}{108}=\tfrac{162+65}{540}$. This gives $B_2=0.453704$ and $B_6=0.442593$. The term $1/6n$ is the curvature of the Rydberg formula: $-1/2(n-\mu)^2$ contains $-3\mu^2/2n^4$, and the first-order defect $\mu=-\eta/3$ turns this into $-\eta^2/6n^4$.

In hartree, $m_t=t^2Z^2(Z\alpha)^4B_n/16n^3$. Both true levels lie below their one-state values, with misses in the ratio 4:1. The leading splitting is $3Z^2\cdot(Z\alpha)^2/4\cdot1/3n^3=Z^2(Z\alpha)^2/4n^3$, and dividing $m_{-2}-m_{+1}$ by it gives

$$f\simeq\tfrac34B_n(Z\alpha)^2 .$$

At $Z=4$ the computed 6p value is $2.827\times10^{-4}$ and the law gives $2.828\times10^{-4}$; for 2p both round to $2.899\times10^{-4}$.

At $Z=82$, $0.75\times0.4426\times0.3581=0.119$ against the computed 0.132. This 10% agreement flatters the law. Its parts are $m_{+1}=6724\times0.1282\times0.4426/3456=0.110$, $m_{-2}=0.442$ and a splitting $6724\times0.3581/864=2.79$ hartree. The computed values are 0.078, 0.547 and 3.545. Numerator (0.331 against 0.469) and denominator are both too small, and the errors partly cancel. The ratio of misses is $0.547/0.078=7.0$, not 4. The direction follows from third order, $\eta^3\langle\psi_1|r^{-3}-\langle r^{-3}\rangle|\psi_1\rangle$. With $\psi_1\sim r$ the integrand is a positive $1/r$, cut off at $r_c$, where $\xi$ softens. This term goes as $t^3$, but it is not the only logarithm of its order. For $r\ll1/Z$ drop $V-E$ and put $y=r/r_c$, so that $a=y/2(1+y)$ and $y^2(1+y)G''+yG'-2(1+y)G-(1+t)G=0$. Inserting $G=\sum c_ky^{2-k}$ gives $2c_1=(1-t)c_0$, $2c_2=-(2+t)c_1$ and $0\cdot c_3=(3+t)c_2$, so the logarithm in $E_t$ carries the factor $(t-1)(t+2)(t+3)=t^3+4t^2+t-6$. It vanishes for both Dirac levels, as the closed formula requires. The constant and linear terms drop out of $m_t$, leaving $-t^2(t+4)$ times a positive logarithm. Relative to the leading $t^2$ law both misses are reduced, p$_{1/2}$ with weight 2 and p$_{3/2}$ with weight 5, and the ratio rises above 4. The $t^2$ part cancels in the ratio, so the $t^3$ part alone sets its direction. At $Z=82$ the range from $r_c$ to $1/Z$ spans a factor of less than 6, so the argument suggests the direction in which the ratio moves. It gives neither the size of that change nor the change of each miss separately. For $Z=83$ the 6p values are $f=0.136$ (leading law 0.122) and a miss of 0.510 hartree, 13.9 eV; for 2p at $Z=82$, $f=0.144$.

## Transfer to a valence level

The miss arises where the potential is nearly the bare nuclear one, so the fraction should survive screening while the absolute energies shrink. Take

$$V=-\frac1r\Big[1+\frac{Z-1}{(1+r/s_0)^2}\Big],\qquad s_0=0.3\ \text{bohr},$$

a model with a round screening length and a point nucleus. It is not a self-consistent atom and has no exchange, correlation, Breit or QED terms; the nuclear charges are those of lead and bismuth, and the splittings are not predictions for these elements. The fifth p level, 6p, has $E_0=-0.1723$ hartree and $\langle\xi\rangle=0.007321$ hartree for $Z=82$. The one-state splitting is $3\times0.007321=0.02196$ against 0.02638 hartree (0.718 eV). The miss is $0.005133-0.000714=0.004419$ hartree, 0.120 eV, and $f=0.168$. For $Z=83$ the miss is 0.141 eV of 0.813 eV, $f=0.174$. The splitting has fallen by a factor above 100 and $f$ has risen by a quarter. A conjecture for the rise is the curvature term: with $n^*=(2\times0.1723)^{-1/2}=1.70$, replacing $B_6$ by $0.420+1/6n^*=0.518$ scales 0.132 to 0.155, part of the way to 0.168.

## Empty states and core states

For $|E_m|\ll|V|$ the SR equation near the nucleus does not depend on $E_m$, and its regular solution is unique up to a factor. All valence SR functions are then proportional where $\xi$ is large, and $\xi_{mn}\approx c_mc_n$. In the screened $Z=82$ model the smallest $\xi_{mn}^2/\xi_{mm}\xi_{nn}$ among the box states from 6p up to 10 hartree is 0.9990. Such states can change the inner amplitude and cannot change the inner shape.

The amplitudes follow from WKB. With $G\approx Ck^{-1/2}\sin\theta$ and $k$ the local wave number, normalization gives $\tfrac12C^2\int dr/k=1$. The quantization rule $\int k\,dr=\pi(n+\text{const})$ with $dk/dE=1/k$ gives $\int dr/k=\pi\,dn/dE$. Hence $C^2\propto dE/dn$ and $c_m^2=a_0\,dE_m/dn$, with $a_0$ fixed by the inner region. From the hydrogenic level, $n_{\rm eff}=82/\sqrt{2\times96.518}=5.902$ and $a_0=1.0253\times5.902^3/82^2=0.03135$. The ratio of $\xi_{mm}$ to the level spacing near 3 hartree in the screened model is 0.0306.

With rank-one coupling the eigenvalue equation is $(E-E_m)y_m=tc_m\sum_nc_ny_n$. Divide by $E-E_m$, multiply by $c_m$ and sum to get $1=t\sum_mc_m^2/(E-E_m)$. Separate the 6p term, with $\delta=E-E_0$:

$$\frac{t\langle\xi\rangle}{\delta}=1+t\sum_{m\ne6p}\frac{c_m^2}{E_m-E}.$$

For $t=-2$, upper states reduce the right side and deepen the level. Replacing the sum by $a_0\int dE'/(E'-E)$, a rise of the cutoff from $E_a$ to $E_b$ lowers the right side by $2a_0\ln[(E_b-E)/(E_a-E)]$. There is no plateau while the rank-one form holds. With the core excluded and the full matrix $\xi_{mn}$ diagonalized, the p$_{1/2}$ error relative to $E_{-2}$, in units of the one-state miss, is 0.497, $-0.108$ and $-1.03$ at cutoffs of 1, 10 and 100 hartree. For the first two, $|\delta|=0.014642+0.503\times0.005133=0.01722$ and $0.014642+1.108\times0.005133=0.02033$, so $t\langle\xi\rangle/\delta$ falls from 0.850 to 0.720, a drop of 0.130. The law with the hydrogenic $a_0$ gives $2\times0.03135\times\ln(10.19/1.19)=0.135$. The splittings, 0.0240, 0.0267 and 0.0311 hartree, are 9% low, 1% high and 18% high against 0.02638. The good value at 10 hartree is a crossing, not convergence. The box levels are discrete, so the errors depend slightly on the box: 40 bohr in place of 30 turns 0.497 and $-0.108$ into 0.486 and $-0.105$ and leaves the splittings unchanged to the digits shown. At 100 hartree and above the spline grid no longer resolves the continuum in the outer box, and the states are pseudo-states that stand in for it.

States below 6p enter the sum with $E_m-E<0$ and oppose the upper ones. With 2p to 5p included, 6p$_{1/2}$ is the fifth eigenvalue, and the Hylleraas–Undheim–MacDonald theorem applies: by the min-max principle the fifth eigenvalue in nested subspaces is an upper bound that cannot rise. The error in units of the miss is 1.51, 0.83, 0.45, 0.14 and 0.016 at $10$, $10^3$, $10^4$, $10^5$ and $10^6$ hartree, and below 0.001 at $10^8$. The values at $10^4$ to $10^6$ hartree rest on pseudo-states and move with the grid, by up to about 0.015 at $10^4$ and $10^5$ and 0.002 at $10^6$. At 10 hartree the result is worse than with one state, and just above $Z^2=6724$ hartree nearly half the miss remains. Structure on the scale $1/Z$ needs kinetic energies of order $Z^2$ and more.

## The LAPW sphere and the p$_{1/2}$ local orbital

In LAPW the SR states themselves are built, inside a sphere of radius $R_{MT}$, from $u$ and $\dot u$, where $(H(0)-E_0)u=0$ and $(H(0)-E_0)\dot u=u$. Take the limit of a complete basis outside with all states kept, so that only the sphere basis restricts the space. A complete outer basis can change the slope at $R_{MT}$ over a short distance at vanishing cost, so matching the value is enough: the space is spanned by $u$, by $\dot u$ chosen with $\dot u(R_{MT})=0$, and by the outer splines. $H(t)$ is diagonalized in it, with $\xi$ acting at all $r$, and the level is identified by its overlap with SR 6p, which lies in the space. In the screened $Z=82$ model the p$_{1/2}$ error is 0.85, 1.27 and 0.55 of the miss for $R_{MT}=2.0$, 2.5 and 3.0 bohr, and the splitting is too small by 0.106, 0.152 and 0.072 eV relative to the complete basis.

The dependence is not monotonic, and 1.27 exceeds 1. If the level were the lowest of the space, it could not lie above the Rayleigh quotient $E_0+t\langle\xi\rangle$ of the SR 6p function. So at 2.5 bohr the space holds a lower level, which repels 6p. Such a level can come from $\dot u$. In the eigenstates of the sphere with $G(R_{MT})=0$, energies $E_0+\Delta_m$, the components of $\dot u$ are $u_m/\Delta_m$, and its Rayleigh quotient is $E_0+\sum u_m^2\Delta_m^{-1}/\sum u_m^2\Delta_m^{-2}$, which lies below $E_0$ when negative $\Delta_m$ dominate. That the lower level is 5p-like is a conjecture.

Add one function, $u_{1/2}-u$, where $u_{1/2}$ solves $(H(-2)-E_0)u_{1/2}=0$, that is the Dirac p$_{1/2}$ large component at energy $E_0$, scaled to equal $u$ at $R_{MT}$. Inside the sphere the true function is $u_{1/2}+(E_{-2}-E_0)\dot u_{1/2}+\dots$ The space now contains $u_{1/2}$ and $\dot u$, so what it lacks is $(E_{-2}-E_0)(\dot u_{1/2}-\dot u)$ up to multiples of the basis functions, and the Rayleigh quotient is stationary, so the energy error is quadratic in this remainder unless another level of the space comes close. The p$_{1/2}$ error falls below 0.2% of the miss at all three radii, with either sign, since without the core there is no bound. The splitting errors are 0.0011, 0.0018 and 0.0001 eV. At these radii the p$_{3/2}$ level improves as well. At 2.0 bohr its error without the added function is $0.851\times0.005133-(0.026381-0.022490)=0.000477$ hartree, 67% of its one-state miss of 0.000714; with it, where the p$_{1/2}$ error is negligible, $0.026423-0.026381=0.000042$ hartree is 6%. These figures hold for the three radii named, and a radius at which another level of the space comes close to 6p can do worse. To first order in $t$ the difference $u_t-u$ is $t$ times one function, so $u_{1/2}-u$ also supplies the leading p$_{3/2}$ response, with the opposite sign. Since $t=-2$ moves the exponent from 1.63 to 0.80, the proportionality is only approximate near the nucleus, and part of the p$_{3/2}$ error remains.
